# Removing Gaussian instrumental broadening from interdiffusion profiles by variance subtraction

When a diffusivity is extracted from a composition scan across an annealed couple, one must decide which measured width to correct for the finite resolution of the instrument. Subtracting the response variance from the squared width costs one line of code. Whether it is exact depends on what "width" means: a second moment, a fitted error-function width, a distance between two concentrations and a local Matano diffusivity respond differently to blurring once the diffusivity varies with composition.

## Setting and the scheme

The couple is one-dimensional, effectively infinite, and starts as a sharp step. Its normalized concentration $c$ rises from 0 on the left to 1 on the right and obeys

$$c_t=(D(c)\,c_x)_x ,$$

with constant molar volume and $D(c)$ positive, smooth and bounded. The gradient $p=c_x$ is non-negative and integrates to 1, so it can be treated as a probability density. The instrument records $c_m=c*g$, where the response $g$ is normalized, independent of position, and has zero mean and variance $\tau=\sigma^2$. Differentiating the convolution gives $p_m=p*g$.

The scheme has two outputs:

$$\bar D\equiv\int_0^1 D\,dc=\frac{V_m-\sigma^2}{2t},\qquad
D(c)\approx D_a(c)-\frac{\sigma^2}{2t}-\frac{\sigma^2}{2}\frac{d}{dc}\!\left(p_m^2\frac{dD_a}{dc}\right).$$

Here $V_m$ is the variance of $p_m$ and $D_a$ is the Matano diffusivity of the recorded profile. The first formula is exact for any $D(c)$ and any response of finite variance. The second is derived below for a Gaussian response and has an error of order $\sigma^4$. The same order holds for any symmetric response of fixed shape and finite fourth moment, because $c_m=c+\tfrac12\sigma^2c_{xx}+O(\sigma^4)$ in each case; a skewed response leaves an error of order $\sigma^3$.

## Exactness for an error function

For constant $D$ the solution is $c=\Phi(x/s)$ with $s^2=2Dt$, where $\Phi$ is the cumulative normal distribution. Its gradient is a Gaussian of variance $s^2$, with Fourier transform $e^{-k^2s^2/2}$. Convolution multiplies transforms, so a Gaussian response gives

$$\hat p_m=e^{-k^2s^2/2}\,e^{-k^2\sigma^2/2}=e^{-k^2(s^2+\sigma^2)/2}.$$

This is again a Gaussian. Integrating from the left, where $c_m=0$, gives $c_m=\Phi(x/s_m)$ with $s_m^2=s^2+\sigma^2$. Therefore

$$D=\frac{s_m^2-\sigma^2}{2t}.$$

The recorded profile keeps its functional form, so every consistent measure of width gives the same answer.

This proof needs the whole line. Suppose instead that $c=\operatorname{erfc}(x/(\sqrt2\,s))$ inside a solid at $x>0$, with no signal outside. Let $X$ and $Y$ be independent normal variables of variances $\sigma^2$ and $s^2$. Since $c(x)=2P(Y>x)$, the blurred signal at the surface is $2P(X>0,\,Y>X)$. In the scaled variables $X/\sigma$ and $Y/s$ the density is isotropic, and the allowed sector runs from angle $\arctan(\sigma/s)$ to $\pi/2$. Its share of the full circle, doubled, is

$$c_m(0)=\frac12-\frac1\pi\arctan\frac{\sigma}{s}.$$

An error-function complement with enlarged variance would give 1. For the widths used below the value is 0.415, so variance subtraction fails for a fit that includes the region near the surface. At depths beyond about $4\sigma$ the Gaussian response hardly reaches the surface, and the error-function complement of variance $s^2+\sigma^2$ is recovered closely; a fit restricted to those depths can still be corrected by subtraction.

## Asymmetric profiles: the moment survives

Differentiating the diffusion equation with respect to $x$ gives $p_t=(Dp)_{xx}$. Multiply by $x$ or $x^2$ and integrate by parts twice. The boundary terms vanish because $p$ decays faster than any power:

$$\frac{d\langle x\rangle}{dt}=0,\qquad
\frac{d\langle x^2\rangle}{dt}=2\int Dp\,dx=2\int_0^1D\,dc=2\bar D .$$

Both moments start at zero for a sharp step at $x=0$, so the true variance is $2\bar Dt$ however asymmetric the profile becomes. For the convolution, write the recorded position as $x'+y$, with $x'$ distributed as $p$ and $y$ as $g$:

$$\langle(x'+y)^2\rangle=\langle x'^2\rangle+2\langle x'\rangle\langle y\rangle+\langle y^2\rangle=2\bar Dt+\sigma^2 .$$

The moment rule follows without assuming a Gaussian response.

The moment can be found without differentiating data. Let $H$ be the unit step at a chosen origin. Since $(H-c_m)_x=\delta-p_m$, integration by parts gives

$$M_1=\int(H-c_m)\,dx=\int xp_m\,dx,\qquad
M_2=2\int x(H-c_m)\,dx=\int x^2p_m\,dx,$$

and $V_m=M_2-M_1^2$. The value of $M_1$ is the position of the Matano plane relative to the origin.

Put the origin on a sampling node, set $H=1/2$ there, and use the trapezoidal rule with step $h$. The integrand $2x(H-c_m)$ has slope $-2c_m(0)$ just left of the origin and $2-2c_m(0)$ just right of it, a jump of 2. The leading Euler–Maclaurin term, applied to each side, makes the sum too small by $(h^2/12)\times2=h^2/6$, which must be added to $M_2$. The integrand of $M_1$ has no slope jump and needs no such term.

## Asymmetric profiles: the local diffusivity is smoothed

The true profile depends on $x/\sqrt t$ alone, so $c_t=-(x/2t)\,p$. Integrating $(Dp)_x=-(x/2t)\,p$ from the left gives Matano's formula. Applied to the recorded profile, it defines

$$D_a=\frac{F}{p},\qquad F(c)=-\frac1{2t}\int_0^c x\,dc'.$$

In this section $p$ is the recorded gradient at response variance $\tau$, and primes on functions denote $d/dc$. Because $dx/dc=1/p$,

$$F''=-\frac{1}{2tp}.\tag{1}$$

A Gaussian obeys $g_\tau=\tfrac12g_{xx}$, so $c_\tau=\tfrac12c_{xx}=\tfrac12pp'$. At fixed concentration $0=c_\tau+p\,x_\tau$, hence $x_\tau=-\tfrac12p'$. Two more rates follow, the first using $p=0$ at $c=0$ and the second using $p=1/(dx/dc)$:

$$F_\tau=\frac1{4t}\int_0^cp'\,dc'=\frac p{4t},\qquad
p_\tau=-p^2\frac{d x_\tau}{dc}=\frac12p^2p''.$$

The quotient rule then gives

$$\frac{\partial D_a}{\partial\tau}=\frac{F_\tau}{p}-\frac{F\,p_\tau}{p^2}
=\frac1{4t}-\frac12D_a\,p\,p''.$$

To eliminate $p''$, expand (1) with $F=D_ap$ and multiply by $p$:

$$D_a\,p\,p''=-\frac1{2t}-p^2D_a''-2pp'D_a'=-\frac1{2t}-(p^2D_a')'.$$

Substitution gives

$$\boxed{\;\frac{\partial D_a}{\partial\tau}\Big|_c=\frac1{2t}+\frac12\frac{\partial}{\partial c}\!\left(p^2\frac{\partial D_a}{\partial c}\right)\;}\tag{2}$$

The first term is the uniform offset that variance subtraction removes. The second is a diffusion equation in concentration space: blurring levels out $D_a(c)$.

Let $G=D_a-\tau/(2t)$ be the subtracted result. From $D_a=F/p$, $p^2G'=p^2D_a'=pF'-Fp'=-xp/(2t)-D_ap_x$. This vanishes at both ends, because $D_a$ stays bounded while $xp$ and $p_x$ decay to zero, so $\int_0^1G\,dc=\bar D$ is conserved while

$$\frac{d}{d\tau}\int_0^1G^2dc=-\int_0^1p^2G'^2dc\le0 .$$

If $G$ returned the true $D(c)$ at every concentration, the left-hand integral could not have decreased, which requires $G'=0$ throughout. For a Gaussian response, local subtraction is therefore exact at all concentrations if and only if $D$ is constant. Asymmetry is not the criterion. The choice $D=2[1+8c(1-c)]\times10^{-12}$ cm²/s gives a symmetric profile, yet with $t=1$ h and $\sigma=0.6$ µm the subtracted value at $c=0.5$ is low by 0.174 out of 6.00, or 2.9 %.

A Taylor step from $\tau$ back to zero, with (2) evaluated on the recorded data, gives the second formula of the scheme. The neglected term is $\tfrac12\tau^2\,\partial^2D_a/\partial\tau^2$, of order $\sigma^4$.

## Pseudocode

```
input: nodes x[i] with step h, normalized c[i], time t, sigma
choose an origin node; z = x - x[origin]
H = 0 for z<0, 1/2 at z=0, 1 for z>0
M1 = h * sum(H - c)
V  = 2h * sum(z*(H - c)) + h^2/6 - M1^2
if V <= sigma^2: stop, the profile is not resolved
Dbar = (V - sigma^2)/(2t)

# local result, Gaussian or other symmetric response
fit a smooth monotone c(x);  p = dc/dx;  z = z - M1
F  = -(1/2t) * integral of z*p from the left end
     (right half: +(1/2t) * integral from z to the right end)
Da = F/p                         where p is above the noise
S  = (1/2p) * d/dx( p * dDa/dx )
D  = Da - sigma^2/(2t) - sigma^2 * S
compare the integral of D over c with Dbar
```

The two forms of $F$ agree because the total first moment about the Matano plane is zero; the second avoids cancellation in the right tail. The expression for $S$ is the smoothing term of (2) with $d/dc=(1/p)\,d/dx$. For $N$ samples the sums, integrals and derivatives cost $O(N)$ operations, apart from the chosen fit.

## Worked example

Take $t=1$ h, $\sigma=0.6$ µm, and $D$ rising exponentially with $c$ from 2 to 16, in units of $10^{-12}$ cm²/s, which are used for all diffusivities below. The concentration mean is $\bar D=6.73$. Numerical solution of the forward problem gives a true variance of 4.8475 µm². After blurring it is

$$4.8475+0.3600=5.2075\ \text{µm}^2 ,$$

and the sampled formula with $h=0.25$ µm gives the same figure. Since 1 µm²/h is $2.778\times10^{-12}$ cm²/s, the uncorrected moment yields $(5.2075/2)\times2.778=7.23$. Subtracting $\sigma^2/(2t)=0.50$ restores 6.73. Blurring alone thus raised the estimate by 7.4 % of $\bar D$.

A least-squares error-function fit with free centre and width behaves differently. On the unblurred profile it gives 5.59, already 17 % below $\bar D$. On the blurred profile, after subtraction, it gives 5.67. Subtraction contributes an error of only about 1 %; the rest comes from describing an asymmetric profile by the wrong function.

The same separation can be derived for a quantile width. Let $w$ be half the distance between $c_1=\Phi(-1)$ and $c_2=\Phi(1)$. From $x_\tau=-\tfrac12p'$,

$$\frac{dw^2}{d\tau}=2w\,\frac{dw}{d\tau}=-\frac w2\,[p'(c_2)-p'(c_1)].$$

For an error function $p'=p_x/p=-x/s_m^2$ and $w=s_m$, so the rate is 1 and subtraction is exact. For the asymmetric profile the rate at $\sigma=0.6$ µm is 1.026. The quantile estimate is 5.83 without blur and 5.84 after blur and subtraction, 13 % below $\bar D$ in both cases. A nearly unbiased subtraction therefore does not certify the diffusivity.

For the local diffusivity, three of the five concentrations examined show the pattern:

| $c$ | true | raw | subtracted | with smoothing term |
|---|---|---|---|---|
| 0.1 | 2.46 | 3.22 | 2.72 | 2.51 |
| 0.5 | 5.66 | 6.12 | 5.62 | 5.62 |
| 0.9 | 13.00 | 13.31 | 12.81 | 13.00 |

Subtraction leaves $D$ too high at the slow end and too low at the fast end, as the levelling in (2) implies. The root-mean-square relative error over the five concentrations falls from 16.5 % raw to 5.3 % after subtraction and 0.9 % with the smoothing term. At $c=0.5$ the last step brings almost no gain.

Equation (2) was tested by changing $\sigma^2$ by ±0.01 µm² around 0.36 µm² and inverting each blurred profile. The largest mismatch was $7\times10^{-6}$ h⁻¹, against an offset term of 0.5 h⁻¹. In a second test, doubling $\sigma^2$ from 0.02 to 0.04 µm² multiplied the error left by the data-based correction by 3.75, close to the factor 4 of a $\sigma^4$ law.

## Stability and failure modes

**Weak resolution.** An error $\delta\sigma$ changes $\bar D$ by the fraction $2\sigma\,\delta\sigma/(2\bar Dt)$ to first order. In the example a 10 % overestimate of $\sigma$ lowers $\bar D$ by 1.6 %, with the quadratic term included. If the true profile were as narrow as the response, the same overestimate would cost 21 %, from $1.1^2-1$.

**Noise and baseline.** Independent noise $\varepsilon$ per sample gives $M_2$ a standard deviation $2h\varepsilon\sqrt{\sum z^2}$. With $\varepsilon=0.002$ and a window from −15 to 25 µm, this is 3.3 % of the true variance. A constant baseline error $b$ over a length $W$ on one side of the origin shifts $M_2$ by $bW^2$ in magnitude. For $b=0.001$ and $W=15$ µm that is 0.225 µm², or 4.6 %. The window should therefore end soon after the profile does, but not before: a window from −5 to 8 µm lowers the variance by about 2 %, or 8 % if its end values are rescaled to 0 and 1, while −7 to 15 µm loses less than 0.1 %.

**Differentiation.** The smoothing term contains the third derivative of $c_m$, through $p_{xx}$. A central difference for it carries noise $\sqrt{10}\,\varepsilon/(2h^3)=0.20$ µm⁻³ here. Its leading relative effect on $D$ is $\sigma^2/(2p)$ times this. The blurred half-width of 2.14 µm implies a mean central gradient of $0.683/4.27=0.16$ µm⁻¹, so the estimated error is 23 %, larger than the 5.3 % bias being removed. With the local gradient in place of the mean, the estimate runs from 17 % at $c=0.3$ to about 70 % at $c=0.9$, where the profile is flattest. Raw samples must be smoothed first. If this is done by convolution with a Gaussian, its variance must be added to $\sigma^2$. The larger total variance also enlarges the neglected error of order $\sigma^4$, so the smoothing should be no stronger than the noise requires. The 0.9 % of the worked example is a noise-free figure: at $\varepsilon=0.002$ a smoothing width near 0.6 µm, about the best choice, leaves a root-mean-square error near 4 %.

**Non-Gaussian response.** A skewed response of variance 0.346 µm², applied to an error-function profile, left the moment rule intact but produced local errors up to 1.3 % among the five concentrations after subtraction of its variance. Equation (2) does not cover this case.

**Real couples.** The parameters lie roughly in the regime of a nickel-alloy couple annealed near 1000 °C and scanned by an electron probe; the eightfold variation of $D$ was chosen to make the asymmetry clear. Several neglected effects can exceed the 7.4 % blur correction. If 0.5 % of the signal has a two-sided exponential response of range 10 µm, as a rough stand-in for secondary fluorescence, and the scan is much longer than this range, the variance rises by $0.005\,(2\times10^2-0.36)=1.0$ µm² and $\bar D$ by 21 %. Heating and cooling at 10 K/min, with an assumed barrier of 2.9 eV, add the equivalent of 9.0 min at temperature, or 15 %. A furnace error of 5 K changes $D$ by 11 %. A 1 % lattice-parameter change, with all the volume change taken along $x$ over the whole profile, gives 6 %. Of these, the tail breaks the assumed response most directly. For the stand-in, a fixed convolution, the moment rule still holds, but only if $\sigma^2$ includes the tail and the scan is long enough to record it. Real secondary fluorescence depends on the composition at both the exciting and the excited site, so it is not a convolution; it can shift the variance in either direction, and the moment rule does not cover it. A shorter window captures only part of the tail's variance, 0.57 of the 1.0 µm² for the window from −15 to 25 µm, and subtracting the full $\sigma^2$ would then overcorrect. The full numerical output follows.

## Computed values

```
anneal time: 1.0 h; response sigma: 0.60 um
D at c=0 and c=1: 2.00, 16.00 1e-12 cm2/s
concentration mean of D: 6.733 1e-12 cm2/s
subtracted term sigma^2/(2t): 0.500 1e-12 cm2/s
true gradient variance: 4.8475 um2
response variance: 0.3600 um2
recorded gradient variance: 5.2075 um2
variance from samples, step 0.25 um: 5.2075 um2
skewness true, recorded: 1.1324, 1.0170
mean D, moment, uncorrected: 7.233 1e-12 cm2/s
mean D, moment, corrected: 6.733 1e-12 cm2/s
erf fit, no blur: 5.591 1e-12 cm2/s
erf fit, blurred and corrected: 5.665 1e-12 cm2/s
quantile half-width, no blur, blurred: 2.0493, 2.1369 um
quantile D, no blur: 5.833 1e-12 cm2/s
quantile D, blurred and corrected: 5.842 1e-12 cm2/s
d(w^2)/d(sigma^2) at sigma (erf gives 1): 1.0258
local D in 1e-12 cm2/s: c, true, raw, subtracted, smoothing-corrected
  0.1  2.462  3.222  2.722  2.511
  0.3  3.732  4.406  3.906  3.743
  0.5  5.657  6.118  5.618  5.624
  0.7  8.574  8.874  8.374  8.558
  0.9  12.996  13.308  12.808  12.996
first-order bias at these c: 0.333, 0.174, -0.081, -0.215, -0.187 1e-12 cm2/s
rms error raw: 16.50 %
rms error subtracted: 5.30 %
rms error smoothing-corrected: 0.94 %
largest mismatch of smoothing equation: 7.0e-06 1/h
remainder ratios on doubling sigma^2: 3.87, 3.75
spread of D over c, true: 3.907 1e-12 cm2/s
spread of D over c, blurred: 3.761 1e-12 cm2/s
symmetric case, true D at c=0.5: 6.000 1e-12 cm2/s
symmetric case, bias at c=0.5: -0.174 1e-12 cm2/s
skewed response variance: 0.3460 um2
skewed response, erf profile, largest local error: 1.32 %
half-space erfc, blurred surface signal: 0.4153
neglected effects, percent of mean D:
  noise 0.002 per point (one std): 3.3 %
  sigma wrong by 10 %: 1.6 %
  furnace at 1273 K wrong by 5 K, barrier 2.9 eV: 10.9 %
  ramps 10 K/min, 9.0 min extra: 15.0 %
  fluorescence tail 0.5 %, range 10 um: 20.6 %
  1 % lattice change, all along x: 6.2 %
```
